# Quantisation and in-plane masses of ellipsoidal valleys at an arbitrary surface: a program that tests the result

```python
"""Subbands of an ellipsoidal valley under an arbitrary surface.

Result under test: for H = p.W.p/2 + V(z), with a hard wall at z = 0,
    E_i(k) = E_i + (hbar^2/2) k.w.k,
    w_ab = W_ab - W_az W_bz / W_zz   (a, b in the surface plane),
where E_i belongs to a 1D problem of mass m_z = 1/W_zz.
The in-plane mass tensor inverse(w) is the in-plane block of inverse(W),
and the density-of-states mass is sqrt(m1 m2 m3 / m_z).

W : inverse mass tensor in units of 1/m_e; z : depth along the normal
k : in-plane wave vector from the valley minimum (1/m)
Energies are in eV inside the program, lengths in m.
The direct calculation keeps the term linear in p_z and uses a sine basis.
"""
import numpy as np
from scipy import constants as const
from scipy.spatial import ConvexHull
from scipy.spatial.transform import Rotation
from scipy.special import ai_zeros

KIN = const.hbar**2 / (2 * const.m_e * const.e)   # hbar^2/(2 m_e), eV m^2
FIELD = 1.0e7                                     # V/m
M_LONG, M_TRANS = 0.92, 0.19                      # units of m_e
BOX = 40e-9                                       # far wall, m
N_BASIS, N_GRID = 240, 4000

order = np.arange(1, N_BASIS + 1)
wave_numbers = order * np.pi / BOX
dz = BOX / N_GRID
z_grid = (np.arange(N_GRID) + 0.5) * dz
sines = np.sqrt(2 / BOX) * np.sin(np.outer(wave_numbers, z_grid))
row, col = np.meshgrid(order, order, indexing="ij")
odd = (row - col) % 2 == 1
derivative = np.zeros((N_BASIS, N_BASIS))
derivative[odd] = 4 * row[odd] * col[odd] / (
    BOX * (row[odd]**2 - col[odd]**2))
k_z_matrix = -1j * derivative


def potential_matrix(values):
    return (sines * values) @ sines.T * dz


def direct_states(W, k, v_matrix):
    """Diagonalize the original Hamiltonian at fixed in-plane k."""
    H = KIN * (W[2, 2] * np.diag(wave_numbers**2)
               + 2 * (W[2, :2] @ k) * k_z_matrix
               + (k @ W[:2, :2] @ k) * np.eye(N_BASIS)) + v_matrix
    return np.linalg.eigh(H)


def in_plane_inverse_mass(W):
    return W[:2, :2] - np.outer(W[:2, 2], W[2, :2]) / W[2, 2]


def airy_levels(m_z, count=3):
    zeros = -ai_zeros(count)[0]
    return zeros * (KIN / m_z)**(1 / 3) * FIELD**(2 / 3)


def surface_frame(normal):
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    helper = np.eye(3)[np.argmin(abs(n))]
    t1 = np.cross(helper, n)
    t1 /= np.linalg.norm(t1)
    return np.array([t1, np.cross(n, t1), n])


triangular = potential_matrix(FIELD * z_grid)
bumped = potential_matrix(
    FIELD * z_grid + 0.03 * np.exp(-((z_grid - 4e-9) / 1.5e-9)**2))

# Oblique valley with three different masses, in two potentials.
masses = np.array([0.2, 0.5, 1.1])
R = Rotation.from_euler("zyx", [0.5, 0.8, 0.3]).as_matrix()
W_tri = R @ np.diag(1 / masses) @ R.T
M_tri = R @ np.diag(masses) @ R.T
w_tri = in_plane_inverse_mass(W_tri)
k_test = np.array([3e8, -2e8])
worst_tri = 0.0
for v_matrix in (triangular, bumped):
    e_rest, c_rest = direct_states(W_tri, np.zeros(2), v_matrix)
    e_move, c_move = direct_states(W_tri, k_test, v_matrix)
    predicted = e_rest[:3] + KIN * (k_test @ w_tri @ k_test)
    worst_tri = max(worst_tri, np.max(abs(e_move[:3] - predicted)))
# The sine series converges algebraically at the wall: allow 0.005 meV.
assert worst_tri < 5e-6

# Normal velocity and density, for the last (bumped) potential.
state = c_move[:, 0]
mean_kz = np.real(state.conj() @ k_z_matrix @ state)
cross_term = W_tri[2, :2] @ k_test
q_phase = cross_term / W_tri[2, 2]
velocity_ratio = abs((W_tri[2, 2] * mean_kz + cross_term) / cross_term)
assert velocity_ratio < 1e-3
density_rest = abs(c_rest[:, 0] @ sines)**2
density_move = abs(c_move[:, 0] @ sines)**2
density_change = np.max(abs(density_move - density_rest)) / density_rest.max()
assert density_change < 3e-3   # truncated sine series near the wall

# In-plane mass tensor extracted from the computed spectrum.
step = 4e8


def ground(k):
    return direct_states(W_tri, np.array(k), triangular)[0][0]


e0 = ground([0.0, 0.0])
e1, e2, e12 = (ground(k) - e0 for k in
               ([step, 0.0], [0.0, step], [step, step]))
w_spectrum = np.array([[e1, (e12 - e1 - e2) / 2],
                       [(e12 - e1 - e2) / 2, e2]]) / (KIN * step**2)
mass_spectrum = np.linalg.inv(w_spectrum)
assert np.allclose(mass_spectrum, M_tri[:2, :2], rtol=1e-3, atol=1e-3)

# Shadow of the energy surface gives the density-of-states mass.
theta = (np.arange(300) + 0.5) * np.pi / 300
phi = np.arange(600) * 2 * np.pi / 600
T, P = np.meshgrid(theta, phi)
sphere = np.array([np.sin(T) * np.cos(P), np.sin(T) * np.sin(P),
                   np.cos(T)]).reshape(3, -1)
shadow = (R @ (np.sqrt(masses)[:, None] * sphere))[:2].T
md_shadow = ConvexHull(shadow).volume / np.pi
md_formula = np.sqrt(np.prod(masses) * W_tri[2, 2])
assert abs(md_shadow / md_formula - 1) < 1e-3

print(f"inputs: m_l={M_LONG:.2f} m_t={M_TRANS:.2f} m_e;"
      f" field={FIELD/1e6:.1f} MV/m")
print("triaxial test masses (m_e):", masses)
print(f"triaxial m_z = {1/W_tri[2,2]:.4f} m_e")
print(f"triaxial worst energy error = {worst_tri*1e3:.6f} meV")
print(f"mean k_z = {mean_kz/1e9:.5f}, -q = {-q_phase/1e9:.5f} 1/nm")
print(f"relative normal velocity residue = {velocity_ratio:.1e}")
print(f"relative density change with k = {density_change:.1e}")
print("mass tensor from spectrum xx,xy,yy (m_e): "
      f"{mass_spectrum[0,0]:.4f} {mass_spectrum[0,1]:.4f} "
      f"{mass_spectrum[1,1]:.4f}")
print("block of M xx,xy,yy (m_e): "
      f"{M_tri[0,0]:.4f} {M_tri[0,1]:.4f} {M_tri[1,1]:.4f}")
print(f"m_d: shadow {md_shadow:.4f}, formula {md_formula:.4f} m_e")


def valley_tensor(axis):
    return (np.eye(3) / M_TRANS
            + (1 / M_LONG - 1 / M_TRANS) * np.outer(axis, axis))


def silicon_ladders(normal):
    """Group all six valleys by their computed masses."""
    frame = surface_frame(normal)
    groups = {}
    for axis in np.vstack([np.eye(3), -np.eye(3)]):
        W = frame @ valley_tensor(axis) @ frame.T
        light, heavy = np.linalg.eigvalsh(
            np.linalg.inv(in_plane_inverse_mass(W)))
        key = tuple(np.round([1 / W[2, 2], light, heavy], 8))
        groups[key] = groups.get(key, 0) + 1
    return sorted(groups.items(), key=lambda item: -item[0][0])


# Closed spheroid formulas against direct diagonalization, all valleys.
surfaces = {"100": (1, 0, 0), "110": (1, 1, 0), "111": (1, 1, 1)}
worst_si = 0.0
print("valley axis: cos^2, heavy in-plane direction")
for name, normal in surfaces.items():
    frame = surface_frame(normal)
    for label, axis in zip("xyz", np.eye(3)):
        W = frame @ valley_tensor(axis) @ frame.T
        cos2 = (frame[2] @ axis)**2
        m_z = 1 / (cos2 / M_LONG + (1 - cos2) / M_TRANS)
        m_heavy = M_TRANS * cos2 + M_LONG * (1 - cos2)
        projected = frame[:2] @ axis
        length = np.linalg.norm(projected)
        unit = projected / length if length > 1e-8 else np.array([1.0, 0.0])
        k_along = k_test @ unit
        k_across2 = k_test @ k_test - k_along**2
        closed = airy_levels(m_z) + KIN * (
            k_along**2 / m_heavy + k_across2 / M_TRANS)
        direct = direct_states(W, k_test, triangular)[0][:3]
        worst_si = max(worst_si, np.max(abs(closed - direct)))
        if length > 1e-8:
            mass_block = np.linalg.inv(in_plane_inverse_mass(W))
            vector = np.linalg.eigh(mass_block)[1][:, 1]
            assert abs(abs(vector @ unit) - 1) < 1e-8
            crystal = (vector * np.sign(vector @ unit)) @ frame[:2]
            smallest = np.min(abs(crystal[abs(crystal) > 1e-8]))
            numbers = np.rint(crystal / smallest).astype(int)
            assert np.allclose(numbers * smallest, crystal, atol=1e-8)
            direction = str(numbers.tolist())
        else:
            direction = "isotropic"
        print(f"({name}) {label}: {cos2:.4f}, {direction}")
assert worst_si < 5e-6
print(f"silicon worst energy error = {worst_si*1e3:.6f} meV")

dos_unit = const.m_e * const.e / (np.pi * const.hbar**2)  # 1/(eV m^2)
print("ladders: g; m_z, m_light, m_heavy, m_d (m_e)")
print("  then DOS (1e15 /m^2/meV); E0, E1, E2 (meV)")
ladder_data = {}
for name, normal in surfaces.items():
    ladders = silicon_ladders(normal)
    ladder_data[name] = ladders
    assert sum(g for _, g in ladders) == 6
    bottoms = [airy_levels(key[0])[0] for key, _ in ladders]
    assert bottoms == sorted(bottoms)
    for (m_z, light, heavy), g in ladders:
        m_d = np.sqrt(light * heavy)
        dos = g * m_d * dos_unit / 1e18
        levels = airy_levels(m_z) * 1e3
        print(f"({name}) g={g}; {m_z:.4f} {light:.4f} {heavy:.4f} {m_d:.4f}")
        print(f"  DOS={dos:.3f}; " + " ".join(f"{e:.2f}" for e in levels))
assert [g for _, g in ladder_data["100"]] == [2, 4]
assert [g for _, g in ladder_data["110"]] == [4, 2]
assert [g for _, g in ladder_data["111"]] == [6]

general = silicon_ladders((3, 2, 1))
assert [g for _, g in general] == [2, 2, 2]
print("(321) g, m_z (m_e): " +
      "; ".join(f"{g}, {key[0]:.4f}" for key, g in general))

# Count allowed wave vectors of all six (111) valleys, with two spins.
side, energy = 1e-6, 0.020
integers = np.arange(-160, 161)
KX, KY = np.meshgrid(integers, integers) * np.array(2 * np.pi / side)
frame = surface_frame((1, 1, 1))
counted = 0
for axis in np.vstack([np.eye(3), -np.eye(3)]):
    w = in_plane_inverse_mass(frame @ valley_tensor(axis) @ frame.T)
    kinetic = KIN * (w[0, 0] * KX**2 + 2 * w[0, 1] * KX * KY + w[1, 1] * KY**2)
    counted += 2 * np.count_nonzero(kinetic < energy)
(mz111, light111, heavy111), g111 = ladder_data["111"][0]
expected = g111 * np.sqrt(light111 * heavy111) * dos_unit * energy * side**2
assert abs(counted / expected - 1) < 0.01   # finite-lattice edge effect
print(f"(111) states below {energy*1e3:.0f} meV in 1 um^2:"
      f" counted {counted}, formula {expected:.0f}")

# What happens when the correction to the in-plane tensor is dropped.
axis = np.array([1.0, 0.0, 0.0])
W = frame @ valley_tensor(axis) @ frame.T
unit = frame[:2] @ axis
unit /= np.linalg.norm(unit)
k_demo = 5e8 * unit
rise_direct = (direct_states(W, k_demo, triangular)[0][0]
               - direct_states(W, np.zeros(2), triangular)[0][0])
rise_formula = KIN * (k_demo @ k_demo) / heavy111
rise_dropped = KIN * (k_demo @ W[:2, :2] @ k_demo)
assert abs(rise_direct - rise_formula) < 5e-6
assert abs(rise_direct - rise_dropped) > 1e-3
print(f"(111) k along heavy axis = {np.linalg.norm(k_demo)/1e9:.2f} 1/nm")
print(f"energy rise: direct {rise_direct*1e3:.3f},"
      f" formula {rise_formula*1e3:.3f} meV")
print(f"energy rise with correction dropped = {rise_dropped*1e3:.3f} meV")
print("tests ok")
```

Running it gives:

```
inputs: m_l=0.92 m_t=0.19 m_e; field=10.0 MV/m
triaxial test masses (m_e): [0.2 0.5 1.1]
triaxial m_z = 0.4649 m_e
triaxial worst energy error = 0.000030 meV
mean k_z = 0.12157, -q = 0.12158 1/nm
relative normal velocity residue = 2.5e-05
relative density change with k = 5.4e-06
mass tensor from spectrum xx,xy,yy (m_e): 0.6966 -0.2068 0.4010
block of M xx,xy,yy (m_e): 0.6966 -0.2068 0.4010
m_d: shadow 0.4864, formula 0.4864 m_e
valley axis: cos^2, heavy in-plane direction
(100) x: 1.0000, isotropic
(100) y: 0.0000, [0, 1, 0]
(100) z: 0.0000, [0, 0, 1]
(110) x: 0.5000, [1, -1, 0]
(110) y: 0.5000, [-1, 1, 0]
(110) z: 0.0000, [0, 0, 1]
(111) x: 0.3333, [2, -1, -1]
(111) y: 0.3333, [-1, 2, -1]
(111) z: 0.3333, [-1, -1, 2]
silicon worst energy error = 0.000049 meV
ladders: g; m_z, m_light, m_heavy, m_d (m_e)
  then DOS (1e15 /m^2/meV); E0, E1, E2 (meV)
(100) g=2; 0.9200 0.1900 0.1900 0.1900
  DOS=1.587; 37.55 65.65 88.65
(100) g=4; 0.1900 0.1900 0.9200 0.4181
  DOS=6.986; 63.52 111.06 149.98
(110) g=4; 0.3150 0.1900 0.5550 0.3247
  DOS=5.426; 53.67 93.84 126.73
(110) g=2; 0.1900 0.1900 0.9200 0.4181
  DOS=3.493; 63.52 111.06 149.98
(111) g=6; 0.2583 0.1900 0.6767 0.3586
  DOS=8.987; 57.34 100.25 135.38
(321) g, m_z (m_e): 2, 0.3878; 2, 0.2457; 2, 0.2014
(111) states below 20 meV in 1 um^2: counted 179660, formula 179739
(111) k along heavy axis = 0.50 1/nm
energy rise: direct 14.076, formula 14.076 meV
energy rise with correction dropped = 23.613 meV
tests ok
```
